# The open-circuit voltage of an oxygen concentration cell

## The problem

A dense oxide plate separates two gases at 1000 K. The oxygen pressure is 0.21 atm on one side and $10^{-20}$ atm on the other. Each face carries a porous metal electrode, and two leads of the same metal run to a voltmeter that draws no current. The plate conducts by oxide ions, $\mathrm{O^{2-}}$, and by nothing else.

(a) Find the voltage between the leads in terms of the two oxygen pressures, and say which lead is positive.

(b) Show that the voltage is about 0.96 V.

(c) Explain what the voltage means as an energy, and what it does not depend on.

Take both gases as ideal and both faces as being at the same temperature. Each electrode is in equilibrium with its gas, so that oxygen molecules, electrons in the metal and oxide ions in the plate can convert into one another freely.

## Hints

1. Write the electrode reaction for one oxygen molecule and count the electrons. What does equilibrium say about the energies of the three species?

2. A charged particle responds to its electrochemical potential, which contains both its chemical potential and its electrical energy. What does zero ionic current say about this quantity across the plate?

3. A voltmeter with leads of one metal compares the electrochemical potentials of the electrons in them. Watch the sign of the electron's charge.

4. The chemical potential of an ideal gas depends on pressure through a logarithm. Whatever depends on temperature alone cancels between the two sides.

5. For the number, split the logarithm of the pressure ratio into $\ln 2.1$ and a multiple of $\ln 10$.

## Full solution

### Equilibrium at one electrode

The electrode reaction is

$$\mathrm{O_2}+4e^-\rightleftharpoons 2\,\mathrm{O^{2-}} .$$

Two oxide ions carry four negative charges, so four electrons are needed for each molecule.

Let $\mu$ be the chemical potential of oxygen gas per mole of $\mathrm{O_2}$. For charged species we need the molar electrochemical potential $\eta=\mu_{\text{species}}+zF\phi$, where $z$ is the charge number, $F$ the Faraday constant and $\phi$ the local electric potential. We write $\eta_e$ for electrons, with $z=-1$, and $\eta_O$ for oxide ions, with $z=-2$.

At equilibrium, a small advance of the reaction costs no free energy. The sum over the left side therefore equals the sum over the right side:

$$\mu+4\eta_e=2\eta_O . \tag{1}$$

This holds at each electrode, with that electrode's own values. Writing the reaction for half a molecule would divide every term by two and leave the condition unchanged.

### Zero current through the plate

A gradient of electrochemical potential drives a molar flux $-(\sigma/z^2F^2)\,d\eta/dx$, where $\sigma$ is the conductivity of the species. Multiplying by the charge per mole, $zF$, gives the current density

$$i=-\frac{\sigma}{zF}\frac{d\eta}{dx}.$$

For oxide ions $z=-2$, and the two minus signs cancel:

$$i_{\text{ion}}=\frac{\sigma_{\text{ion}}}{2F}\frac{d\eta_O}{dx}. \tag{2}$$

The voltmeter draws no current, so the total current through the plate is zero. Since ions are the only carriers, the ionic current itself is zero. With $\sigma_{\text{ion}}>0$, equation (2) then requires $d\eta_O/dx=0$, and $\eta_O$ has the same value at both faces.

This is where the words "and by nothing else" in the problem enter. If electrons could also cross the plate, the total current could vanish while an ionic current still flowed. The first variation treats that case.

### From electron energies to a voltage

Mark the two sides "high" and "low" by their oxygen pressure. Equation (1) reads

$$\mu_{\text{high}}+4\eta_e^{\text{high}}=2\eta_O,\qquad
\mu_{\text{low}}+4\eta_e^{\text{low}}=2\eta_O ,$$

with the same $\eta_O$ in both. Subtracting the second from the first removes the ions:

$$\mu_{\text{high}}-\mu_{\text{low}}=-4\left(\eta_e^{\text{high}}-\eta_e^{\text{low}}\right). \tag{3}$$

The leads are of the same metal at the same temperature, so the chemical part of $\eta_e$ is equal in both. The electrical part is $-FV$, where $V$ is the potential of the lead. Hence

$$\eta_e^{\text{high}}-\eta_e^{\text{low}}=-F\,(V_{\text{high}}-V_{\text{low}}).$$

Putting this into (3) and writing $E=V_{\text{high}}-V_{\text{low}}$ gives

$$E=\frac{\mu_{\text{high}}-\mu_{\text{low}}}{4F}. \tag{4}$$

### The chemical potential of the gas

Consider $N$ identical molecules in a volume $\mathcal V$. Let $q(T)$ be the partition function of one molecule per unit volume, which depends on temperature alone. The Helmholtz energy is

$$A(N)=-k_BT\left[N\ln(\mathcal V q)-\ln N!\right].$$

The chemical potential per molecule is the cost of adding one more:

$$A(N+1)-A(N)=-k_BT\left[\ln(\mathcal Vq)-\ln(N+1)\right].$$

We may choose the volume large enough that $N\gg1$, even for a very thin gas. Then $N+1$ can be replaced by $N$, and the right side becomes $k_BT\ln(N/\mathcal Vq)$. The ideal-gas law gives $N/\mathcal V=p/k_BT$, so the result is

$$k_BT\ln\frac{p}{k_BT\,q(T)} .$$

Multiplying by Avogadro's number turns $k_B$ in front into the gas constant $R$. Collecting everything that depends on temperature alone into $\mu^\circ(T)$, with $p$ measured in units of 1 atm, we have

$$\mu=\mu^\circ(T)+RT\ln p .$$

Both sides are at the same temperature, so $\mu^\circ$ cancels in (4):

$$E=\frac{RT}{4F}\ln\frac{p_{\text{high}}}{p_{\text{low}}}. \tag{5}$$

This is the Nernst equation for the cell. The logarithm is positive, so the lead on the high-pressure side is positive. The sign fits the electrode reaction: a higher oxygen pressure pushes the reaction towards oxide ions, which takes electrons out of the metal and leaves it positive.

### The number

The prefactor is

$$\frac{RT}{4F}=\frac{8.31446\times1000}{4\times96485.33}\ \mathrm V=21.5433\ \mathrm{mV}.$$

The pressure ratio is $0.21/10^{-20}=2.1\times10^{19}$, and its logarithm is

$$\ln(2.1\times10^{19})=\ln2.1+19\ln10=0.7419+43.7491\approx44.491 .$$

The voltage is therefore

$$E=0.0215433\ \mathrm V\times44.491=0.9585\ \mathrm V\approx0.96\ \mathrm V,$$

as was to be shown. As a test of the gas part of the argument, the energy of adding one molecule was also computed from $A(N+1)-A(N)$ at each pressure, without the logarithmic formula. Dividing the difference by four elementary charges again gives 0.9585 V.

### Reading the result

Suppose that one mole of oxygen passes reversibly from the high-pressure side to the low-pressure side. A charge $4F$ then flows through the outer circuit, and the electrical work is

$$4FE=RT\ln\frac{p_{\text{high}}}{p_{\text{low}}}=369.9\ \mathrm{kJ/mol}.$$

This is also the work that one mole of ideal gas delivers when it expands reversibly between the same pressures at constant temperature. The energy of an ideal gas does not change in such an expansion, so the work is paid for by heat drawn from the surroundings. The cell converts the tendency of the gas to expand into a voltage.

Neither the thickness nor the ionic conductivity of the plate appears in (5). They would matter if current were drawn, because the plate would then have a resistive voltage drop. At zero current, a thick plate and a thin one give the same voltage, provided both are gas-tight and purely ionic.

Equal pressures give $E=0$. Each factor of ten in the pressure ratio adds

$$\frac{RT}{4F}\ln10=49.61\ \mathrm{mV}.$$

This weak dependence is why a ratio of more than nineteen decades produces less than one volt. It also means that a modest error in the voltage is a large relative error in the pressure inferred from it: a 49.61 mV error is a factor of ten. At fixed pressures, $E$ is proportional to the absolute temperature.

## Variation 1: some electrons get through

**Question.** The plate now also conducts by electrons, with

$$\frac{\sigma_e}{\sigma_{\text{ion}}}=\left(\frac{p}{p_{\text{half}}}\right)^{-1/4},\qquad p_{\text{half}}=10^{-18}\ \mathrm{atm}.$$

The two conductivities are equal at $p_{\text{half}}$, and $\sigma_{\text{ion}}$ is uniform. What is the open-circuit voltage for the same gases?

**Where the power comes from.** When oxygen leaves the oxide, each departing atom leaves a vacancy and two electrons. If doping fixes the number of vacancies, the mass-action law makes $n^2p^{1/2}$ constant, where $n$ is the electron concentration. Hence $n\propto p^{-1/4}$. With a constant mobility, $\sigma_e$ follows the same law.

**Solution.** We assume a steady state and apply equation (1) at every point inside the plate, with $\mu$ the local oxygen potential. For electrons $z=-1$, so their current density is $(\sigma_e/F)\,d\eta_e/dx$. Zero total current now means

$$\frac{\sigma_{\text{ion}}}{2F}\frac{d\eta_O}{dx}+\frac{\sigma_e}{F}\frac{d\eta_e}{dx}=0 .$$

Equation (1) gives $\eta_O=\mu/2+2\eta_e$. Inserting its derivative,

$$\frac{\sigma_{\text{ion}}}{4F}\frac{d\mu}{dx}+\frac{\sigma_{\text{ion}}+\sigma_e}{F}\frac{d\eta_e}{dx}=0 .$$

Define $V=-\eta_e/F$ inside the plate, which matches the lead potentials up to a common constant. Solving for its gradient,

$$\frac{dV}{dx}=\frac{t_{\text{ion}}}{4F}\frac{d\mu}{dx},\qquad
t_{\text{ion}}=\frac{\sigma_{\text{ion}}}{\sigma_{\text{ion}}+\sigma_e}.$$

Integrating from the low-pressure face to the high-pressure face, with $d\mu=RT\,dp/p$,

$$E=\frac{RT}{4F}\int_{p_{\text{low}}}^{p_{\text{high}}}t_{\text{ion}}\frac{dp}{p}. \tag{6}$$

Now set $y=p^{1/4}$ and $b=p_{\text{half}}^{1/4}$. Then $dp/p=4\,dy/y$ and $t_{\text{ion}}=1/(1+b/y)=y/(y+b)$. The factor $y$ cancels, and

$$E=\frac{RT}{F}\int\frac{dy}{y+b}
=\frac{RT}{F}\ln\frac{p_{\text{high}}^{1/4}+p_{\text{half}}^{1/4}}{p_{\text{low}}^{1/4}+p_{\text{half}}^{1/4}}. \tag{7}$$

Here $RT/F=4\times21.5433=86.17$ mV. The fourth roots are $0.677$, $1.00\times10^{-5}$ and $3.16\times10^{-5}$ for the high, low and half pressures, so

$$E=86.17\ \mathrm{mV}\times\ln\frac{0.677}{4.16\times10^{-5}}\approx0.836\ \mathrm V .$$

The voltage has fallen by about 123 mV. A numerical solution of the coupled ion and electron currents, made without using (6) or (7), also gives 0.8356 V.

**Limits.** For $p_{\text{half}}\ll p_{\text{low}}$, the terms in $p_{\text{half}}$ drop out of (7). The four in $\ln p^{1/4}=\tfrac14\ln p$ then restores equation (5). In the opposite case, $p_{\text{low}}\ll p_{\text{half}}\ll p_{\text{high}}$, the voltage approaches $(RT/4F)\ln(p_{\text{high}}/p_{\text{half}})$. Each further decade by which $p_{\text{low}}$ is lowered then gains less and less, because the added range of pressure lies where electrons carry most of the conductivity. Both limits are approached slowly, since fourth roots enter (7): a factor of 100 between $p_{\text{half}}$ and $p_{\text{low}}$ still leaves a difference of about 24 mV.

The mixed conductor is not in equilibrium at open circuit. Oxide ions drift towards the low-pressure side, and electrons travel the opposite way, towards the high-pressure side, where the electrode reaction consumes them. The two charge currents cancel while oxygen passes through the plate.

## Variation 2: what holds the pressure at $10^{-20}$ atm?

**Question.** How many free oxygen molecules does the low pressure represent? Which mixture of hydrogen and steam fixes it, and what happens to the voltage if a leak burns 1 % of the hydrogen?

**Solution.** The ideal-gas law at 1000 K gives 0.073 molecules per cubic centimetre, or roughly one in 14 cubic centimetres. At this oxygen potential and temperature, free oxygen atoms are about as rare, roughly 0.1 per cubic centimetre. Such a gas could not serve as a supply of oxygen. The pressure is a measure of the oxygen potential, which a reacting mixture can hold steady:

$$\mathrm{H_2}+\tfrac12\mathrm{O_2}\rightleftharpoons\mathrm{H_2O}.$$

At equilibrium $\mu_{\mathrm{H_2O}}=\mu_{\mathrm{H_2}}+\tfrac12\mu$. Inserting the ideal-gas form for each species, with pressures in atm, gives

$$r\equiv\frac{p_{\mathrm{H_2O}}}{p_{\mathrm{H_2}}}=K\,p_{\text{low}}^{1/2},\qquad K=e^{-\Delta G^\circ/RT}. \tag{8}$$

We take $\Delta G^\circ=-193$ kJ/mol as a chosen input of this example, which gives $K\approx1.2\times10^{10}$. A change of 2 kJ/mol in this input would change $K$ by roughly a quarter. Since $p_{\text{low}}^{1/2}=10^{-10}$, the ratio is $r=1.21$. With this input the mixture contains somewhat more steam than hydrogen, and both are plentiful.

For each mole of hydrogen at the start, the leak removes 0.01 mol and adds 0.01 mol of steam. The new ratio is $r'=(r+0.01)/0.99$. We assume that the mixture returns to 1000 K and to equilibrium. By (8), $p_{\text{low}}\propto r^2$, so (5) gives a voltage drop of

$$\frac{RT}{4F}\ln\frac{r'^2}{r^2}=\frac{RT}{2F}\ln\frac{r'}{r}
=43.09\ \mathrm{mV}\times\ln\frac{1.22/0.99}{1.21}\approx0.79\ \mathrm{mV}.$$

The oxygen pressure rises to $1.037\times10^{-20}$ atm. Solving the full balance of oxygen atoms before and after the leak confirms this shift.

Without the buffer the outcome would be different. In an inert gas, a leak that left $10^{-6}$ atm of free oxygen would raise the pressure by fourteen decades and lower the voltage by $14\times49.61\approx695$ mV.

**Beside a real cell.** Air against hydrogen and steam near 1000 K is the regime of a stabilized-zirconia fuel cell at open circuit. The 0.96 V belongs to the steam-rich mixture found above; a fresh fuel with little steam has a lower oxygen pressure and gives a higher voltage. Rough conductivities for such an electrolyte are 0.02 S/cm for ions, $6.8\times10^{-7}$ S/cm for holes on the air side and $4\times10^{-8}$ S/cm for electrons on the hydrogen side. Holes follow $p^{+1/4}$ and electrons $p^{-1/4}$. When both are small, $1-t_{\text{ion}}\approx\sigma_{\text{electronic}}/\sigma_{\text{ion}}$, where $\sigma_{\text{electronic}}$ is the sum of the two. Integrating each power in (6) gives a factor of four, and the far ends contribute negligibly. The loss is then

$$\frac{RT}{F}\,\frac{6.8\times10^{-7}+4\times10^{-8}}{0.02}\approx0.003\ \mathrm{mV}.$$

With these values, "purely ionic" is an excellent approximation. Non-ideality of the oxygen, estimated from a rough second virial coefficient of 15 cm³/mol, shifts the voltage by only about 0.001 mV if the oxygen is alone at 0.21 atm. In air at 1 atm the other molecules count too, and with similar coefficients the shift is about 0.004 mV; coefficients of 20 to 30 cm³/mol, more typical of oxygen and nitrogen at this temperature, give about 0.006 mV. Non-ideality of a hydrogen-steam mixture at 1 atm adds a shift of order 0.02 mV at fixed composition. All of these are negligible here. Temperature matters more. An error of 1 K in the common temperature changes $E$ by 0.96 mV at fixed pressures. If a hydrogen-steam mixture of fixed composition sets the low pressure, that pressure rises with temperature, and the voltage instead falls by roughly 0.3 mV per kelvin. The negative slope means that this cell releases heat in a reversible discharge, because its work comes from the formation of steam; the picture of an expansion paid for by heat from the surroundings applies to two reservoirs of oxygen gas. We keep the larger value in the estimate below. If the air electrode alone is off by a further 1 K, the voltage shifts by about 0.5 mV, taking a rough thermal voltage of 0.5 mV/K for that electrode.

Adding these shifts and the 1 % hydrogen leak with the same sign gives about 2 mV. The voltage then lies between about 0.956 and 0.961 V, which still rounds to 0.96 V. This range belongs to the disturbances chosen here; larger leaks or temperature differences widen it. It also assumes that the low pressure before the leak really is $10^{-20}$ atm. If only the composition $r=1.21$ is known, the uncertainty of $\Delta G^\circ$ enters as well: 2 kJ/mol divided by $2F$ is about 10 mV, several times the sum above. Electrodes too slow to reach equilibrium with their gas are not included. An electrolyte with substantial electronic conduction, such as doped ceria in a reducing gas, breaks the central assumption, and Variation 1 shows that the loss can then exceed 100 mV. The value of $p_{\text{half}}$ used there is a model choice, not a measured property of ceria. The model also keeps both electrodes at equilibrium. In a real mixed conductor the internal current polarizes them, so the open-circuit voltage falls further and depends on the thickness of the plate. The numerical output below lists the individual contributions.

## Computed values

```
Temperature: 1000 K
High oxygen pressure: 0.21 atm
Low oxygen pressure: 1e-20 atm
Gas constant R: 8.31446 J/(mol K)
Faraday constant F: 96485.33 C/mol
RT/4F: 21.5433 mV
Pressure ratio: 2.10e+19 (no unit)
ln 2.1: 0.7419 (no unit)
19 ln 10: 43.7491 (no unit)
ln of pressure ratio: 44.4911 (no unit)
Ionic cell voltage: 0.9585 V
Same from many-particle free energy: 0.9585 V
Free-energy difference per mole O2: 369.9 kJ/mol
Voltage per decade of pressure: 49.61 mV
Ideal-gas density at low pressure: 0.073 molecules/cm3
Steam reaction free energy (rough input): -193 kJ/mol
Steam-to-hydrogen ratio of the buffer: 1.21 (no unit)
Mixed conductor, p_half (model input): 1e-18 atm
Mixed conductor voltage, closed form: 0.8356 V
Mixed conductor voltage, transport: 0.8356 V
Mixed conductor loss: 122.9 mV
Zirconia ionic conductivity (rough input): 0.02 S/cm
Hole conductivity at 1 atm (rough input): 1e-06 S/cm
Electron conductivity at 1 atm (rough input): 4e-13 S/cm
Hole conductivity at high p: 6.8e-07 S/cm
Electron conductivity at low p: 4.0e-08 S/cm
Loss by electronic leakage, integral: 0.0031 mV
Loss by electronic leakage, transport: 0.0031 mV
Second virial coefficient (rough input): 15 cm3/mol
Shift by gas non-ideality: 0.00083 mV
Shift by 1 K error of common temperature: 0.96 mV
Thermal voltage (rough input): 0.5 mV/K
Shift by 1 K between electrodes: 0.5 mV
Share of hydrogen burnt by leak (input): 1 %
Oxygen pressure after the leak: 1.037e-20 atm
Voltage drop by the leak: 0.79 mV
Sum of all neglected shifts: 2.25 mV
Voltage range with that sum: 0.9562 to 0.9607 V
```
